\section*{Depletion width of a doped organic film with partly ionized dopants}

\section*{Problem}

A p-type organic semiconductor fills the half-space $x>0$ and touches a blocking metal contact at $x=0$. It holds $N=10^{17}\ \mathrm{cm^{-3}}$ acceptors, spread uniformly, and its relative permittivity is $\varepsilon_r=3.5$. Far from the contact only a fraction $a=0.1$ of the acceptors is ionized; the others each keep a bound hole. The film is in equilibrium at 300 K, and the bands bend by 0.5 eV at the contact so as to repel holes. How wide is the depleted layer?

The potential $\phi(x)$ is zero in the bulk and $+V$ at the contact, with $V=0.5$ V. A hole at $x$ then has energy $e\phi(x)$ relative to the bulk. The whole drop $V$ lies in the semiconductor, there are no donors or other traps, and the dopant charge is treated as a smooth density. We write $\varepsilon=\varepsilon_r\varepsilon_0$ and $v=k_BT/e=25.85$ mV.

\section*{A tempting solution}

One acceptor in ten has released a hole, so the bulk hole density is $aN=10^{16}\ \mathrm{cm^{-3}}$. The contact repels these holes from a layer $0<x<W$. They leave behind the ionized acceptors that had balanced them, with charge density $-eN_-$, where $N_-=aN$. Beyond $W$ the film is neutral. This sharp-edged picture is the depletion approximation.

Poisson's equation $\phi''=-\rho/\varepsilon$ with $\rho=-eN_-$ gives
\begin{equation}
\phi''=\frac{eN_-}{\varepsilon},\qquad 0<x<W .
\end{equation}
The neutral bulk has no field and zero potential, so $\phi'(W)=0$ and $\phi(W)=0$. Integrating from $x$ to $W$,
\begin{equation}
\phi'(W)-\phi'(x)=\frac{eN_-}{\varepsilon}(W-x)
\quad\Rightarrow\quad
\phi'(x)=-\frac{eN_-}{\varepsilon}(W-x).
\end{equation}
A second integration from $x$ to $W$ gives
\begin{equation}
0-\phi(x)=-\frac{eN_-}{2\varepsilon}(W-x)^2
\quad\Rightarrow\quad
\phi(x)=\frac{eN_-}{2\varepsilon}(W-x)^2 .
\label{parabola}
\end{equation}
Setting $\phi(0)=V$ and solving for $W$,
\begin{equation}
W=\sqrt{\frac{2\varepsilon V}{eN_-}} .
\label{width}
\end{equation}
With $N_-=aN=10^{22}\ \mathrm{m^{-3}}$ the result is $W=139$ nm.

\section*{Where it fails}

The integration is sound. The fault is the value of $N_-$: the solution carries the bulk ionized fraction into a region from which the free holes have gone. Bound and free holes exchange, and removing the free ones shifts the balance towards ionization.

Let $N_0$ be the density of neutral acceptors and $p$ that of free holes. The acceptor level and the transport level shift together with $\phi$, so the energy needed to free a hole does not depend on position. This takes one sharp acceptor level and neglects the Coulomb interaction between charges, which is about 19 meV at the dopant spacing $N^{-1/3}$; a change of the binding energy of about this size across the layer would move the equivalent width found below by roughly 0.6 nm. For dilute holes, equilibrium then fixes the ratio
\begin{equation}
\frac{N_-\,p}{N_0}=K
\end{equation}
at the same value everywhere. In the bulk $N_-=p=aN$ and $N_0=(1-a)N$, hence $K=a^2N/(1-a)$. Where the potential is $\phi$, the Boltzmann factor gives $p=aN e^{-\phi/v}$, and so
\begin{equation}
\frac{N_0}{N_-}=\frac{p}{K}=b\,e^{-\phi/v},\qquad b=\frac{1-a}{a}=9 .
\end{equation}
Since $N_-+N_0=N$, the ionized fraction is
\begin{equation}
\frac{N_-}{N}=\frac{1}{1+b\,e^{-\phi/v}} .
\label{ionized}
\end{equation}
It starts at $1/(1+b)=a$ in the bulk and reaches one half at $\phi=v\ln b\approx 57$ mV. At the contact it is 1.000000 to the digits shown. Over most of the 0.5 V drop nearly every acceptor is charged, although only one in ten is charged in the bulk.

The figure of 139 nm would apply to a different situation, in which the neutral acceptors could not release their holes during the time of the experiment. The charge density would then stay at $aN$. The problem specifies equilibrium, which excludes this.

\section*{The right solution}

In the depleted layer $N_-\approx N=10^{23}\ \mathrm{m^{-3}}$, and equation (\ref{width}) becomes
\begin{equation}
W=\sqrt{\frac{2\varepsilon_r\varepsilon_0V}{eN}} .
\label{right}
\end{equation}
The factors are
\begin{align}
\varepsilon&=3.5\times 8.8542\times10^{-12}=3.099\times10^{-11}\ \mathrm{F/m},\\
2\varepsilon V&=2\times3.099\times10^{-11}\times0.5=3.099\times10^{-11}\ \mathrm{C/m},\\
eN&=1.6022\times10^{-19}\times10^{23}=1.6022\times10^{4}\ \mathrm{C/m^3},\\
W^2&=\frac{3.099\times10^{-11}}{1.6022\times10^{4}}=1.934\times10^{-15}\ \mathrm{m^2}.
\end{align}
Therefore
\begin{equation}
W=4.40\times10^{-8}\ \mathrm{m}=44.0\ \mathrm{nm}.
\end{equation}

The factor 2 can be seen by building the layer from thin sheets. A sheet at depth $x$ with charge $-eN\,dx$ per area, together with the opposite charge it draws onto the metal, makes a field $eN\,dx/\varepsilon$ between the two. It contributes a drop $eNx\,dx/\varepsilon$. The mean depth of the sheets is $W/2$, so the total drop is $eNW^2/(2\varepsilon)=V$.

The field at the contact follows from $|\phi'(0)|=eNW/\varepsilon$. Replacing $eN/\varepsilon$ by $2V/W^2$ gives
\begin{equation}
F=\frac{2V}{W}=2.27\times10^{7}\ \mathrm{V/m}=0.227\ \mathrm{MV/cm},
\end{equation}
twice the average field $V/W$, because the field falls linearly to zero at the edge.

At fixed drop, four times the doping halves the width to 22.0 nm. At fixed doping, doubling the drop to 1.0 V widens the layer to 62.2 nm. Here $V$ is the total drop, including any applied bias.

\section*{How much does the soft edge matter?}

Equation (\ref{right}) assumes full ionization and no holes right up to a sharp edge. Near the edge $\phi$ is small and neither holds. To measure the error, let $-eN\,h(\phi)$ be the true charge density, so that $\phi''=(eN/\varepsilon)h(\phi)$. Multiplying by $\phi'$ turns both sides into derivatives:
\begin{equation}
\frac{d}{dx}\,\frac{\phi'^2}{2}=\frac{eN}{\varepsilon}\,\frac{d}{dx}\int_0^{\phi}h(s)\,ds .
\end{equation}
Both $\phi$ and $\phi'$ vanish in the bulk, so integrating from there to the contact gives
\begin{equation}
F^2=\frac{2eN}{\varepsilon}\int_0^{V}h(\phi)\,d\phi .
\end{equation}
Define an equivalent width $W_{\rm eq}$ as the total charge per area divided by $eN$. Gauss's law says $eNW_{\rm eq}=\varepsilon F$, hence
\begin{equation}
W_{\rm eq}^2=\frac{\varepsilon^2F^2}{e^2N^2}=\frac{2\varepsilon}{eN}\int_0^Vh\,d\phi
=W^2\,\frac1V\int_0^{V}h\,d\phi .
\label{mean}
\end{equation}
The correction is an average of $h$ over potential, not over distance.

In the present problem $h$ is the ionized fraction minus the free holes,
\begin{equation}
h=\frac{1}{1+b\,e^{-\phi/v}}-a\,e^{-\phi/v}.
\end{equation}
Multiplying the first term above and below by $e^{\phi/v}$ makes its numerator proportional to the derivative of its denominator, so
\begin{equation}
\int_0^V\frac{e^{\phi/v}}{e^{\phi/v}+b}\,d\phi=v\ln\frac{e^{V/v}+b}{1+b}.
\end{equation}
The second term integrates to $av(1-e^{-V/v})$. Therefore
\begin{equation}
\frac{W_{\rm eq}^2}{W^2}=\frac vV\left[\ln\frac{e^{V/v}+b}{1+b}-a\left(1-e^{-V/v}\right)\right].
\label{partial}
\end{equation}
This gives $W_{\rm eq}=41.2$ nm, about 6\% below 44.0 nm. A finite-difference solution of the nonlinear Poisson equation, which assumes no edge, also gives 41.2 nm.

For $e^{V/v}$ much larger than both $b$ and 1, the logarithm becomes $V/v-\ln(1+b)$ and the term $e^{-V/v}$ can be dropped. Since $1+b=1/a$,
\begin{equation}
\frac{W_{\rm eq}^2}{W^2}\approx1-\frac vV\left(\ln\frac1a+a\right).
\end{equation}
The bulk fraction $a$ enters only through $\ln(1/a)+a$, multiplied by $v/V$, whereas the tempting solution put it under the square root as $1/a$. The approximation needs a drop that exceeds $v\ln(1/a)$ by several $v$.

If all acceptors are ionized in the bulk as well, $a=1$ and $b=0$, and equation (\ref{partial}) reduces to
\begin{equation}
\frac{W_{\rm eq}^2}{W^2}=1-\frac vV\left(1-e^{-V/v}\right),
\label{boltz}
\end{equation}
which gives 42.8 nm. Two limits of this case are useful. For $V\gg v$ the right side tends to 1 and the sharp edge is recovered. With ionization kept complete and the temperature lowered to 30 K, the numerical solution gives 43.9 nm. For $V\ll v$, expanding $e^{-V/v}\approx1-V/v+V^2/(2v^2)$ leaves $V/(2v)$ on the right, so that
\begin{equation}
W_{\rm eq}\approx\sqrt{\frac{2\varepsilon V}{eN}\,\frac{V}{2v}}=\frac Vv\sqrt{\frac{\varepsilon v}{eN}} .
\end{equation}
The charge is then linear in $V$. The holes are merely thinned out, and no depleted layer exists.

\section*{A real film}

The parameters are round values in the regime of a lightly doped conjugated polymer, such as P3HT in a Schottky diode. They are rough typical values, not data for one sample. Injection layers in organic devices can be doped far more heavily, and equation (\ref{right}) then gives much thinner layers. Near $10^{19}\ \mathrm{cm^{-3}}$, at the same drop, $W$ falls below $N^{-1/3}$; from there on a smooth dopant charge is no longer justified and the formula gives only an order of magnitude. Of the assumptions that real films break, the smooth dopant charge has the largest effect on the local width among those sized here. The length $N^{-1/3}$, which sets the scale of the dopant spacing, is 21.5 nm, half of $W$, and a cube of edge $W$ contains on average $NW^3=8.5$ dopants. For random positions this number has a relative spread of $1/\sqrt{8.5}$, or 34\%. Inserting $N(1\pm0.34)$ into equation (\ref{right}) gives local widths from about 38 to 54 nm. This is a rough estimate, since it treats each cube as a separate column; it describes variation from place to place, not the uncertainty of an average over a large contact.

Energetic disorder of the transport sites has a smaller effect. Take fully ionized acceptors and holes in a Gaussian density of states of standard deviation 0.10 eV with $10^{21}$ sites per $\mathrm{cm^3}$. The equivalent width is then 42.7 nm, against 42.8 nm for Boltzmann holes. The shift is downward because the occupation of the deepest sites is not small compared with one: with site occupation $f$, the hole density falls with $\phi$ at a rate set by $f(1-f)/v$ rather than $f/v$, so the hole tail reaches further into the layer. Disorder of the acceptor levels matters more. If these levels have a Gaussian spread and $a$ is kept at 0.1, the most strongly bound acceptors ionize only at larger $\phi$, and the equivalent width falls from 41.2 nm to 39.7 nm for a standard deviation of 0.05 eV and to 36.8 nm for 0.10 eV. Unlike the scatter from random positions, this shift does not average out over a large contact.

The mean contact field is 0.23 of a rough breakdown field of 1 MV/cm in the sharp-edge approximation, and 0.21 with the soft edge. Close to a single dopant the local field can be much higher. Direct tunnelling through the whole layer is also negligible. For a hole at the bulk energy, equation (\ref{parabola}) gives $\sqrt{\phi}=\sqrt V(1-x/W)$, and the WKB exponent is
\begin{equation}
\frac2\hbar\int_0^W\sqrt{2m\,e\phi}\;dx=\frac{W\sqrt{2m\,eV}}{\hbar}\approx159
\end{equation}
with the free-electron mass, a rough guide for holes that hop. The exponent for thermal activation over the barrier is much smaller: $V/v=19.3$ without the image force, and about 16 with it, since the attraction of a hole to its image in the metal lowers the barrier by about 96 meV for the sharp-edge profile and 92 meV for the soft one. A hop of 1 nm along the field at the contact changes the hole energy by a little over 20 meV, close to $k_BT$, so a low-field mobility should not be assumed there when a current is calculated. The equilibrium width does not involve the mobility.

For this film the answer is a depletion width of about 44 nm in the sharp-edge approximation. With the soft edge included, the equivalent width, which measures the charge, is about 41 nm for a single acceptor level, and a few nanometres less if the acceptor levels are broadened by disorder. The free holes return gradually: on the soft-edge profile their density reaches half its bulk value only about 56 nm from the contact. The random placement of the dopants makes finer digits meaningless for the local width. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Input: charged dopant density = 1.0e+17 cm^-3 = 1.0e+23 m^-3
Input: relative permittivity = 3.5, potential drop = 0.50 V
Input: temperature = 300 K, kT/e = 25.85 mV
Vacuum permittivity = 8.8542e-12 F/m
Elementary charge = 1.6022e-19 C
Permittivity eps = 3.0990e-11 F/m
Numerator 2 eps V = 3.0990e-11 C/m
Charge density e N = 1.6022e+04 C/m^3
W squared = 1.9342e-15 m^2
Depletion width W = 4.3980e-08 m = 43.98 nm
Contact field 2V/W = 2.274e+07 V/m = 0.227 MV/cm
Potential drop summed from charge sheets = 0.500000 V
Width for 4 times the doping = 21.99 nm
Width for twice the drop = 62.20 nm
Full Poisson, 30 K: equivalent width = 43.87 nm
Full Poisson, 30 K: potential at W/2 = 0.1263 V
V/4 = 0.1250 V
Full Poisson, 300 K, Boltzmann holes: width = 42.83 nm
Closed formula, Boltzmann holes: width = 42.83 nm
Input: disorder width = 0.10 eV, sites = 1e+21 cm^-3
Full Poisson, 300 K, Gaussian disorder: width = 42.67 nm
First integral, Gaussian disorder: width = 42.67 nm
Input: bulk ionized fraction a = 0.10
Full Poisson, partial ionization: width = 41.16 nm
Closed formula, partial ionization: width = 41.16 nm
Ionized fraction at the contact = 1.000000
Width if bulk ionized density a N were used = 139.1 nm
Mean dopant spacing N^(-1/3) = 21.5 nm
Mean number of dopants in a cube of edge W = 8.51
Relative spread of that number = 34 %
Relative spread, random placement = 34 %
Rough range of local widths = 38 to 54 nm
Image-force lowering, constant field = 96.7 meV
Image-force lowering, parabolic band = 95.5 meV
Distance of barrier top from contact = 2.18 nm
WKB tunnelling exponent, free-electron mass = 159
Thermal exponent eV/kT = 19.3
Input: rough breakdown field = 1 MV/cm
Contact field over breakdown field = 0.23
Energy gained over a 1 nm hop at the contact = 22.7 meV
\end{verbatim}
